\section*{Floquet mass of a two-dimensional Dirac cone under circular light}

\section{The result and its range}

Circularly polarized light at normal incidence opens a gap at the centre of a massless two-dimensional cone. For cone velocity $v$, angular frequency $\omega$ and vector-potential amplitude $A$, the mass energy and the splitting are, for weak driving,
\begin{equation}
 m=\frac{(evA)^2}{\hbar\omega}=\frac{e^2v^2E_0^2}{\hbar\omega^3},
 \qquad \Delta\simeq 2m .
 \label{result}
\end{equation}
Here $m$ is an energy, half the gap, and $E_0=\omega A$ is the constant magnitude of the rotating electric field. The expansion parameter is
\begin{equation}
 a=\frac{evA}{\hbar\omega}=\frac{evE_0}{\hbar\omega^2}.
 \label{a}
\end{equation}
With $v=10^6$ m/s and a photon energy of 200 meV, a field of $10^7$ V/m gives $a=0.16$ and a gap of about 11 meV. At $10^8$ V/m the same parameters give $a=1.6$, and (\ref{result}) no longer applies. The range $10^7$ to $10^8$ V/m thus crosses from weak to strong driving, and its upper part needs the formula for arbitrary $a$ derived below, together with the periodicity of the quasienergies.

\section{Back-of-envelope argument}

The field shifts the momentum of an electron by an amount of size $eA$, which on a cone costs an energy of size $W=evA$. The corresponding term in the Hamiltonian oscillates at $\omega$ and averages to zero, so a static effect first appears at second order: a coupling $W$ twice, divided by the energy mismatch $\hbar\omega$ of the intermediate state. The scale is $W^2/\hbar\omega$.

Whether the shifts open a gap depends on polarization. At the cone centre the two pseudospin states, up and down, are degenerate. Circular light obeys a selection rule: one state can only absorb a photon first and the other can only emit one first. After absorption the energy of electron plus light field lies $\hbar\omega$ below the required value, and after emission $\hbar\omega$ above it. Second-order perturbation theory then shifts the first state by $+W^2/\hbar\omega$ and the second by $-W^2/\hbar\omega$, a splitting of $2W^2/\hbar\omega$. With linear light each state can do both, and the two shifts cancel.

For the numbers, $W=evE_0/\omega$. In electronvolts the charge drops out:
\begin{equation}
 W=\frac{10^6\times10^7}{3.04\times10^{14}}\ \mathrm{eV}
 =32.9\ \mathrm{meV},
 \qquad
 m=\frac{32.9^2}{200}\ \mathrm{meV}=5.4\ \mathrm{meV}.
\end{equation}

\section{Controlled derivation}

\subsection{Harmonics of the Hamiltonian}

Near one valley, labelled $\tau=\pm1$, the undriven Hamiltonian is
\begin{equation}
 H_0=v(\tau\sigma_xp_x+\sigma_yp_y).
\end{equation}
The Pauli matrices act on the two sublattice amplitudes, in the same order in both valleys. The electron has charge $-e$, so minimal coupling replaces $\mathbf p$ by $\mathbf p+e\mathbf A$. The wavelength is taken to be long enough for $\mathbf A$ to be uniform, and $\mathbf p$ is then conserved. Let
\begin{equation}
 \mathbf A(t)=A(\cos\omega t,\ s\sin\omega t),\qquad
 \mathbf E=-\frac{d\mathbf A}{dt}
 =\omega A(\sin\omega t,\,-s\cos\omega t),
\end{equation}
where $s=\pm1$ gives the two circular polarizations and $s=0$ linear light. For $s=\pm1$, $|\mathbf E|=\omega A$ at every instant.

Write $H(t)=\sum_nH_ne^{-in\omega t}$. The coefficient of $e^{-i\omega t}$ is $1/2$ in $\cos\omega t$ and $-1/(2i)=i/2$ in $\sin\omega t$. Therefore
\begin{equation}
 H_{\pm1}=\frac W2\left(\tau\sigma_x\pm is\sigma_y\right),
 \qquad W=evA,
 \label{harm}
\end{equation}
and there are no higher harmonics, because $H$ is linear in momentum.

\subsection{Elimination of the one-photon components}

A Floquet state has the form $\psi=e^{-i\varepsilon t/\hbar}\sum_n\phi_ne^{-in\omega t}$. Inserting it in $i\hbar\,\partial_t\psi=H\psi$ and collecting the terms with the same time dependence gives
\begin{equation}
 (\varepsilon+n\hbar\omega)\phi_n
 =H_0\phi_n+H_1\phi_{n-1}+H_{-1}\phi_{n+1}.
 \label{chain}
\end{equation}
The quasienergy $\varepsilon$ is defined up to multiples of $\hbar\omega$, since adding $\hbar\omega$ to it merely relabels the components.

Consider a state that is mostly $\phi_0$, with $|\varepsilon|$, $vp$ and $W$ all small compared with $\hbar\omega$. In the equations for $n=\pm1$ the term $\pm\hbar\omega\,\phi_{\pm1}$ dominates the left side, and $\phi_{\pm2}$ is smaller still. Hence
\begin{equation}
 \phi_1\simeq\frac{H_1\phi_0}{\hbar\omega},\qquad
 \phi_{-1}\simeq-\frac{H_{-1}\phi_0}{\hbar\omega}.
 \label{phi1}
\end{equation}
The equation for $n=0$ becomes
\begin{equation}
 \varepsilon\phi_0=\left(H_0+
 \frac{H_{-1}H_1-H_1H_{-1}}{\hbar\omega}\right)\phi_0
 =\left(H_0+\frac{[H_{-1},H_1]}{\hbar\omega}\right)\phi_0 .
 \label{heff}
\end{equation}
The commutator is the difference of the two virtual processes of the estimate. Its order belongs to the convention $e^{-in\omega t}$; with $e^{+in\omega t}$ the names $H_1$ and $H_{-1}$ would be exchanged.

\subsection{The commutator}

In the commutator of the two harmonics the terms $[\sigma_x,\sigma_x]$ and $[\sigma_y,\sigma_y]$ vanish, which leaves
\begin{align}
 [H_{-1},H_1]
 &=\frac{W^2}{4}[\tau\sigma_x-is\sigma_y,\ \tau\sigma_x+is\sigma_y]
 \nonumber\\
 &=\frac{W^2}{4}\left(is\tau[\sigma_x,\sigma_y]
 -is\tau[\sigma_y,\sigma_x]\right)
 =\frac{W^2}{4}\,2is\tau[\sigma_x,\sigma_y].
\end{align}
Since $[\sigma_x,\sigma_y]=2i\sigma_z$, the result is $-s\tau W^2\sigma_z$, and
\begin{equation}
 H_{\rm eff}=v(\tau\sigma_xp_x+\sigma_yp_y)-s\tau m\sigma_z,
 \qquad m=\frac{(evA)^2}{\hbar\omega}.
 \label{mass}
\end{equation}
The three Pauli matrices anticommute, so $H_{\rm eff}^2=v^2p^2+m^2$. The levels are $\pm\sqrt{v^2p^2+m^2}$, and their distance at $p=0$ is $2m$.

The sign of the mass term reverses with the handedness of the light. It also differs between the valleys, whereas a static energy difference between the sublattices would add a $\sigma_z$ term of the same sign in both. For $s=0$ the mass vanishes. At $p=0$ this holds for any strength of linear light: the Hamiltonian is then $\tau W\sigma_x\cos\omega t$, which commutes with itself at all times and integrates to zero over a period.

\subsection{The next order}

For circular light, (\ref{harm}) can be written with the raising and lowering matrices $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. For $s\tau=1$,
\begin{equation}
 H_1=\tau W\sigma_+,\qquad H_{-1}=\tau W\sigma_- ,
 \label{ladder}
\end{equation}
and for $s\tau=-1$ the two matrices are exchanged. In either case $H_1$ annihilates one of the two pseudospin states and $H_{-1}$ the other, which is the selection rule used in the estimate. The squares $H_1^2$ and $H_{-1}^2$ also vanish.

Keeping $\varepsilon-H_0$ to first order in the equations for $\phi_{\pm1}$ gives
\begin{align}
 \phi_1&\simeq\left[\frac1{\hbar\omega}
 -\frac{\varepsilon-H_0}{(\hbar\omega)^2}\right]H_1\phi_0,\\
 \phi_{-1}&\simeq-\left[\frac1{\hbar\omega}
 +\frac{\varepsilon-H_0}{(\hbar\omega)^2}\right]H_{-1}\phi_0 .
\end{align}
The new terms on the right of the $n=0$ equation are
\begin{equation}
 -\frac{H_{-1}(\varepsilon-H_0)H_1+H_1(\varepsilon-H_0)H_{-1}}
 {(\hbar\omega)^2}\,\phi_0 .
\end{equation}
The parts with $H_0$ vanish: $\sigma_-H_0\sigma_+$ and $\sigma_+H_0\sigma_-$ pick out diagonal elements of $H_0$, and $H_0$ has none. The parts with $\varepsilon$ contain $\sigma_-\sigma_++\sigma_+\sigma_-=1$ and sum to $-a^2\varepsilon\phi_0$. Moving this term to the left gives
\begin{equation}
 (1+a^2)\varepsilon\phi_0=(H_0-s\tau m\sigma_z)\phi_0,
 \qquad
 \varepsilon\simeq\pm(1-a^2)\sqrt{v^2p^2+m^2}.
 \label{disp}
\end{equation}
Both the velocity and the gap shrink by the factor $1-a^2$. By (\ref{phi1}), $a^2$ is also the combined weight of $\phi_1$ and $\phi_{-1}$ relative to that of $\phi_0$. The state spends part of its norm in the one-photon components, and this dilutes the action of both $H_0$ and the mass term.

Three kinds of terms have been dropped. Replacing $1/(1+a^2)$ by $1-a^2$ leaves out a relative amount of order $a^4$, which remains even at $p=0$. Other terms are of higher order in $\varepsilon-H_0$: the second-order term changes the mass by a relative amount of order $(\varepsilon^2+v^2p^2)/(\hbar\omega)^2$, and the third-order term changes the factor $1-a^2$ by an amount of order $a^2(\varepsilon^2+v^2p^2)/(\hbar\omega)^2$. Paths through $\phi_{\pm2}$ contain $H_1^2$ or $H_{-1}^2$ and vanish unless $H_0$ acts in between, which costs further powers of $vp/\hbar\omega$. Equation (\ref{disp}) therefore holds for weak driving and near the centre of the cone.

\section{The cone centre at any field strength}

At $p=0$, $H_0=0$ and the chain (\ref{chain}) closes after one step. Take $s\tau=1$ and try $\phi_0=c_0|{\downarrow}\rangle$, $\phi_1=c_1|{\uparrow}\rangle$, with all other components zero. Since $\sigma_+|{\uparrow}\rangle=0$ and $\sigma_-|{\downarrow}\rangle=0$, nothing is driven into $\phi_2$ or $\phi_{-1}$. The remaining equations are
\begin{equation}
 \varepsilon c_0=\tau Wc_1,\qquad
 (\varepsilon+\hbar\omega)c_1=\tau Wc_0 .
\end{equation}
Multiplying them gives $\varepsilon(\varepsilon+\hbar\omega)=W^2$. The root that tends to zero with the field is
\begin{equation}
 \varepsilon_\downarrow=
 \frac{-\hbar\omega+\sqrt{(\hbar\omega)^2+4W^2}}2 .
\end{equation}
The partner state has $\phi_0\propto|{\uparrow}\rangle$ and $\phi_{-1}\propto|{\downarrow}\rangle$. It obeys $\varepsilon(\varepsilon-\hbar\omega)=W^2$, so that $\varepsilon_\uparrow=-\varepsilon_\downarrow$. For $s\tau=-1$ up and down change places. The splitting is
\begin{equation}
 \Delta=\sqrt{(\hbar\omega)^2+4(evA)^2}-\hbar\omega
 =\hbar\omega\left(\sqrt{1+4a^2}-1\right).
 \label{closed}
\end{equation}
No expansion in the field has been made within the driven-cone model.

For weak fields, $\sqrt{1+4a^2}=1+2a^2-2a^4+\dots$ gives
\begin{equation}
 \Delta=2a^2\hbar\omega(1-a^2+\dots)=2m(1-a^2+\dots),
\end{equation}
in agreement with (\ref{disp}). To find by how much $2m$ is too large, multiply numerator and denominator by $\sqrt{1+4a^2}+1$:
\begin{equation}
 \frac{2m}{\Delta}=\frac{2a^2}{\sqrt{1+4a^2}-1}
 =\frac{\sqrt{1+4a^2}+1}{2}.
 \label{ratio}
\end{equation}
For strong fields, $\sqrt{1+4a^2}=2a+1/(4a)+\dots$, so
\begin{equation}
 \Delta=2evA-\hbar\omega+\frac{\hbar\omega}{4a}+\dots
 \label{strong}
\end{equation}
The growth with field turns from quadratic to linear, because the instantaneous splitting $2evA$ takes over as the largest energy.

Quasienergies are defined modulo $\hbar\omega$, and this limits the meaning of $\Delta$. The levels $\pm\Delta/2$ reach the zone edges $\pm\hbar\omega/2$ when $\Delta=\hbar\omega$, that is, when $1+4a^2=4$ and $a=\sqrt3/2$. Beyond this field $\Delta$ still labels the two levels followed continuously from zero field, but it is no longer their spacing about zero quasienergy within one zone. For $\hbar\omega<\Delta<3\hbar\omega$ a shift by one photon energy makes that spacing $|2\hbar\omega-\Delta|$. It closes at $\Delta=2\hbar\omega$, that is, when $1+4a^2=9$ and $a=\sqrt2$.

\section{Resonance away from the centre}

The elimination fails where a photon connects the two bands of the cone, at $2vp=\hbar\omega$. Let $|\pm\rangle$ be the eigenstates of $H_0$ with energies $\pm vp$. By (\ref{chain}), without coupling a component $n$ has $\varepsilon=\pm vp-n\hbar\omega$. The state $|+\rangle$ in $\phi_0$ and the state $|-\rangle$ in $\phi_{-1}$ are then degenerate at $\varepsilon=\hbar\omega/2$, and $H_1$ couples them.

For $\tau=s=1$ and momentum at angle $\theta$, the states are $|\pm\rangle=(|{\uparrow}\rangle\pm e^{i\theta}|{\downarrow}\rangle)/\sqrt2$. Then
\begin{equation}
 \langle+|H_1|-\rangle=W\langle+|\sigma_+|-\rangle
 =-\frac{We^{i\theta}}2 .
\end{equation}
Its magnitude is $W/2$ in every direction. The other choices of $s$ and $\tau$ replace $\sigma_+$ by $\sigma_-$ or change a sign, and leave the magnitude as it is. Two degenerate levels coupled by $W/2$ split by
\begin{equation}
 \Delta_{\rm res}\simeq evA .
 \label{res}
\end{equation}
This is first order in the field, while $2m=2a\,evA$ is second order. For weak driving the resonant gap is thus the larger one. It lies at the zone edge, not at zero quasienergy.

The mass gap is consequently a local feature of the cone centre. At larger momenta, undriven levels shifted by whole photon energies cross again; at $vp=\hbar\omega$, for instance, two of them meet at zero quasienergy. Nothing derived here shows that the whole driven cone has a gap of $2m$.

\section{Estimates for mid-infrared fields}

The parameters are round model values, $v=10^6$ m/s and $\hbar\omega=200$ meV, which corresponds to a wavelength of 6.2 micrometres. At the cone centre they give:

\begin{center}
\begin{tabular}{ccccc}
$E_0$ (V/m) & $evA$ (meV) & $a$ & $2m$ (meV) & $\Delta$ (meV)\\
$1\times10^7$ & 33 & 0.16 & 10.8 & 10.6\\
$2\times10^7$ & 66 & 0.33 & 43 & 39\\
$3\times10^7$ & 99 & 0.49 & 97 & 81\\
$5\times10^7$ & 165 & 0.82 & 271 & 185\\
$1\times10^8$ & 329 & 1.65 & 1083 & 488
\end{tabular}
\end{center}

At $10^7$ V/m the weak-field formula is too large by about 3 percent of $\Delta$. From (\ref{ratio}), an excess of 10 percent requires $\sqrt{1+4a^2}=1.2$, or $a^2=0.11$, which is reached at $2.0\times10^7$ V/m. The levels meet the zone edge at $5.3\times10^7$ V/m, and $evA$ equals the photon energy at $6.1\times10^7$ V/m.

At $10^8$ V/m the quadratic formula gives more than 1 eV, over twice the value from (\ref{closed}). The three terms of the strong-field form (\ref{strong}), $658-200+30$ meV, agree with the 488 meV of (\ref{closed}) to within 1 meV. Each level then lies at $\pm244$ meV, outside the zone that ends at $\pm100$ meV. Shifting by one photon energy brings them to $\pm44$ meV, a spacing of 88 meV about zero. The folded quasienergies are thus 88 meV apart, not 1083 or 488 meV. The shift only relabels the components, however. At $p=0$ each state has two components, oscillating at the energies $\pm244$ and $\pm444$ meV, so the time-averaged spectral weight at the cone centre is zero at $\pm44$ meV and its empty interval about zero is still 488 meV.

The gap also depends strongly on the photon energy. At $10^7$ V/m, $2m$ is 1.35 meV for 400 meV photons and 10.8 meV for 200 meV photons, a factor of eight, as the law $\omega^{-3}$ requires. For 100 meV photons $2m$ would be 87 meV, but there $a=0.66$ and (\ref{closed}) gives 65 meV. Over this range a lower frequency enlarges the central gap and at the same time takes the weak-field formula out of its range. The spacing about zero quasienergy stops growing at the zone edge: at this field $\Delta$ equals the photon energy near 87 meV. For smaller photon energies $\Delta$ itself keeps growing, but it is no longer that spacing.

The gap also sets a time scale. The two central levels gain a relative phase $2\pi\Delta/\hbar\omega$ in each optical cycle. At $10^7$ V/m a full turn takes $200/10.6\simeq19$ cycles, so a pulse of only a few cycles cannot resolve this gap.

\section{Comparison with direct time evolution}

The formulas were tested against the time-ordered evolution over one period, multiplied up from $H(t)$ in short steps without using harmonics. The phases of its eigenvalues give the quasienergies. The sign of the mass agrees with (\ref{mass}) for both valleys and both handednesses, and linear light gives no splitting at the centre. For $a=0.05$ the ratio $\Delta/2m$ is 0.99751, against $1-a^2=0.99750$. The closed formula (\ref{closed}), folded into the zone, was confirmed for six values of $a$ from 0.2 to 2.3.

Away from the centre, with $a=0.1$ and $vp=0.05\,\hbar\omega$, the evolution gives a level at $0.05049\,\hbar\omega$. Equation (\ref{disp}) gives $0.05048\,\hbar\omega$, and without the factor $1-a^2$ the value would be $0.05099\,\hbar\omega$. The reduction of the velocity is thus resolved: reducing the mass alone by the factor $1-a^2$ would lower the level only to $0.05097\,\hbar\omega$.

At $vp=\hbar\omega/2$ the splitting is $0.996\,evA$ for $a=0.05$. In the example at $10^7$ V/m it is 31.5 meV, 4 percent below $evA=32.9$ meV and three times the central gap. The two deficits are in nearly the same ratio as the two values of $a^2$, which suggests a relative correction proportional to $a^2$; its coefficient is not derived here. The numerical output lists these values to more digits.

The model is a single-particle cone in a steady, uniform field. It leaves out the curvature of lattice bands, screening, scattering, finite pulse length and heating. It gives the spectrum and not the occupation of the levels, so a calculated $\Delta$ does not by itself predict a transport gap or a quantized Hall response. An observable gap at the cone centre further requires level broadening smaller than $\Delta$, a condition most demanding at the weakest fields, where (\ref{result}) is most accurate. Beyond the zone edge the folded quasienergy spacing shrinks again and vanishes at $a=\sqrt2$, which is $8.6\times10^7$ V/m for 200 meV photons. At $p=0$ the states have components only at the energies $\pm\Delta/2$ and $\pm(\Delta/2+\hbar\omega)$, so the folded copies carry no spectral weight there and this closing leaves the interval $\Delta$ empty. How a particular probe weights the replicas is not derived here.

\section*{Table of computed values}
\begin{verbatim}
cone velocity: 1.00e+06 m/s
photon energy: 200 meV
angular frequency: 3.039e+14 rad/s
wavelength: 6.20 micrometre
Cone centre; energies in meV, field in V/m, a dimensionless
field     evA      a       m        2m       closed   folded
1.0e+07    32.91  0.1646     5.42    10.83    10.55    10.55
2.0e+07    65.82  0.3291    21.66    43.32    39.44    39.44
3.0e+07    98.73  0.4937    48.74    97.48    81.05    81.05
5.0e+07   164.55  0.8228   135.39   270.78   185.11   185.11
1.0e+08   329.11  1.6455   541.55  1083.11   487.93    87.93
field where 2m is 10 percent too large: 2.016e+07 V/m
field where closed splitting = photon: 5.263e+07 V/m
field where evA = photon energy: 6.077e+07 V/m
resonant splitting at 1e7 V/m, evolution: 31.54 meV
Other photon energies at 1e7 V/m
photon 100 meV: a = 0.6582, 2m = 86.65 meV, closed = 65.32 meV
photon 300 meV: a = 0.0731, 2m = 3.21 meV, closed = 3.19 meV
photon 400 meV: a = 0.0411, 2m = 1.35 meV, closed = 1.35 meV
Checks by direct time evolution (dimensionless)
a = 0.05: centre splitting/(2m) = 0.997512
a = 0.05: 1 - a^2 = 0.997500
a = 0.05: resonant splitting/evA = 0.99617
a = 0.1, vp/photon = 0.05: level/photon = 0.050490
same, formula with factor 1 - a^2: 0.050480
same, formula without that factor: 0.050990
gap ratio, 200 to 400 meV photons, 1e6 V/m: 7.9980
\end{verbatim}
